How Long an Anneal Halves the Peak of a Buried Implant

**Question**

A dopant is implanted into a semiconductor wafer. Depth x is measured inwards from the surface. The initial concentration is a Gaussian centred at the projected range R:

C(x,0) = [Q/(√(2π) s)] exp[−(x − R)²/(2s²)]

Here Q is the dose (atoms per unit area) and s is the straggle, the standard deviation of the profile. During annealing the dopant diffuses in the x direction with diffusivity D, which depends neither on position nor on concentration. No dopant is created or lost inside the wafer. In parts (a) to (c) the implant is so deep that the surface may be ignored, and x is allowed to run from −∞ to ∞.

**(a) Find the profile after an anneal of duration t at constant D.**

*Answer.* Fick's law gives the flux J = −D ∂C/∂x. Conservation of dopant gives ∂C/∂t = −∂J/∂x. Together,

∂C/∂t = D ∂²C/∂x²

Try a Gaussian of fixed area Q whose variance v depends on time. With u = x − R,

C = [Q/√(2πv)] exp[−u²/(2v)]

The time enters through v, both in the prefactor and in the exponent:

∂C/∂t = (dv/dt) C [−1/(2v) + u²/(2v²)] = ½ (dv/dt) C [u²/v² − 1/v]

Differentiating twice in space gives

∂C/∂x = −(u/v) C

∂²C/∂x² = −C/v + (u²/v²) C = C [u²/v² − 1/v]

The same bracket appears on both sides of the diffusion equation, so the trial profile is a solution at every x if ½ dv/dt = D. Since v = s² at t = 0,

v = s² + 2Dt

C(x,t) = {Q/√[2π(s² + 2Dt)]} exp{−(x − R)²/[2(s² + 2Dt)]}

No other solution that decays at large distance has the same initial profile. The difference w of two such solutions obeys the same equation and starts at zero. Integrating by parts, with vanishing end terms,

d/dt ∫w² dx = 2D ∫w (∂²w/∂x²) dx = −2D ∫(∂w/∂x)² dx ≤ 0

The integral of w² starts at zero, cannot grow and cannot be negative, so w remains zero.

**(b) Show that the peak concentration falls to half its initial value when Dt = 1.5 s², and that this happens once. What replaces Dt if D changes with time?**

*Answer.* The maximum stays at x = R, where the exponential equals 1. The ratio of the peak to its initial value is

C(R,t)/C(R,0) = s/√(s² + 2Dt)

This decreases steadily from 1 towards 0, so it passes through ½ once. At that moment

√(s² + 2Dt) = 2s

s² + 2Dt = 4s²

Dt = 3s²/2 = 1.5 s²

The area is fixed, so half the height requires twice the width: the standard deviation grows from s to 2s and the variance from s² to 4s². If the variance merely doubled, the peak would still stand at 1/√2 = 0.707 of its initial value.

Two limits show why the full expression is needed. For Dt ≪ s² the ratio is approximately 1 − Dt/s², which would reach ½ too early, at Dt = 0.5 s². For Dt ≫ s² it is approximately s/√(2Dt), the result for a source of zero initial width, which would reach ½ too late, at Dt = 2s². The half-peak moment lies in neither limit.

If D depends on time, define θ(t) = ∫D dt′, taken from 0 to t. Then ∂C/∂t = D ∂C/∂θ, and dividing the diffusion equation by D leaves

∂C/∂θ = ∂²C/∂x²

This is the original problem with θ in place of Dt, so the condition becomes θ = 1.5 s².

**(c) A deep boron implant in silicon has R = 800 nm, s = 120 nm and Q = 1.0×10¹³ cm⁻². At the anneal temperature of 1373 K take D = 1.5×10⁻¹³ cm²/s. Find the half-peak time and the peak concentrations before and after.**

*Answer.* The required product is

Dt = 1.5 × (120 nm)² = 21600 nm² = 2.16×10⁻¹⁰ cm²

t = (2.16×10⁻¹⁰ cm²)/(1.5×10⁻¹³ cm²/s) = 1440 s = 24 min

With s = 1.2×10⁻⁵ cm, the initial peak is

C(R,0) = 10¹³/(2.507 × 1.2×10⁻⁵) cm⁻³ = 3.3×10¹⁷ cm⁻³

and the final peak is 1.7×10¹⁷ cm⁻³. The standard deviation has grown to 240 nm.

A numerical solution of the diffusion equation for these data, on a 5 nm grid with a reflecting surface at x = 0, reaches half peak at 1440.2 s. When D instead rises linearly from 0.2 to 1.8 times its stated value over the first 1440 s, its time average over that interval is unchanged, and the numerical half-peak time is 1440.1 s.

**(d) How deep is "deeply buried"? Find the concentration at x = R when Dt = 1.5 s², for a surface that reflects all dopant and for one that absorbs all dopant reaching it.**

*Answer.* Now the dopant occupies x > 0, and the initial Gaussian is cut off at x = 0; Q still denotes the area of the uncut Gaussian. A point source at depth y spreads in an infinite medium as

K(x − y) = exp[−(x − y)²/(4Dt)]/√(4πDt)

Adding an image source at −y makes the sum even in x, so its slope and the flux vanish at x = 0: this is the reflecting surface. Subtracting the image makes the sum odd, so the concentration vanishes there: this is the absorbing surface. Hence, with the upper sign for reflection,

C(R,t) = ∫₀^∞ C(y,0) [K(R − y) ± K(R + y)] dy

At Dt = 1.5 s² we have 4Dt = 6s². The exponents of the direct term add to

(y − R)²/(2s²) + (y − R)²/(6s²) = 2(y − R)²/(3s²)

Those of the image term add to

(y − R)²/(2s²) + (y + R)²/(6s²)
= [3(y − R)² + (y + R)²]/(6s²)
= (4y² − 4Ry + 4R²)/(6s²)
= 2(y − R/2)²/(3s²) + R²/(2s²)

Both integrands are therefore Gaussians in y with variance τ² = 3s²/4, centred at m = R and m = R/2. Let Φ be the cumulative distribution of the standard normal variable. Then

∫₀^∞ exp[−(y − m)²/(2τ²)] dy = √(2π) τ Φ(m/τ)

The prefactor of K is 1/√(6πs²), and √(2π) τ/√(6πs²) = τ/(√3 s) = ½. Dividing by C(R,0) gives

C(R,t)/C(R,0) = ½ [Φ(2R/(√3 s)) ± exp(−R²/(2s²)) Φ(R/(√3 s))]

For large R/s both Φ tend to 1, the exponential tends to 0, and the ratio returns to ½. The values are:

- R/s = 2: 0.5540 reflecting, 0.4355 absorbing.
- R/s = 3: 0.505 reflecting, 0.495 absorbing.
- R/s = 4: 0.5002 reflecting, 0.4998 absorbing.

At R/s = 3 the concentration at R is within about 1% of the half value; at R/s = 2 the error exceeds 10%. For R/s = 2 the maximum has also left x = R: numerically it is 0.582 of the initial peak for reflection and 0.449 for absorption. Without the surface, the standard deviation would by then be 2s, so a depth R = 2s amounts to only one final standard deviation.

In part (c), R/s = 6.67. The image term, relative to the surface-free value, is at most exp(−R²/(2s²)) = 2.2×10⁻¹⁰, so the surface has a negligible effect on the peak and on the half-peak time. It still acts on the far tail: a reflecting surface doubles the concentration at x = 0, from 0.19% to 0.39% of the initial peak, and an absorbing one removes about 0.09% of the dose.

**(e) Implantation leaves excess silicon interstitials, which speed up boron diffusion. Assume one per implanted ion, all released at depth R and removed at the surface. Estimate the extra ∫D dt, using D_I C* = 1.0×10⁸ cm⁻¹ s⁻¹ at 1373 K, where D_I is the interstitial diffusivity and C* the equilibrium interstitial concentration.**

*Answer.* Let c(x,t) be the excess interstitial concentration and G(x) = ∫c dt its integral over all time. Integrating ∂c/∂t = D_I ∂²c/∂x² over time, from the initial sheet Qδ(x − R) to zero, gives

−Q δ(x − R) = D_I d²G/dx²

At the absorbing surface G = 0. Beyond R, G must remain bounded, so its slope there is zero. The slope falls by Q/D_I on crossing R, so it equals Q/D_I between the surface and R. Therefore

G(R) = QR/D_I

If boron moves entirely with the help of interstitials, its diffusivity is D(1 + c/C*). The extra contribution at depth R is

D G(R)/C* = D Q R/(D_I C*)
= (1.5×10⁻¹³ × 10¹³ × 8×10⁻⁵)/10⁸ cm² = 1.2×10⁻¹² cm²

This is 0.56% of the required 2.16×10⁻¹⁰ cm². A finite anneal collects less than the all-time integral.

The result depends on where in the temperature cycle the damage disappears. With rough activation energies of 3.5 eV for D and 5.0 eV for D_I C*, their ratio grows on cooling. If the interstitials escape at 1073 K during a slow ramp, the same estimate gives 19% of the required Dt. The figure is sensitive to this assumed temperature: 5% at 1173 K, 42% at 1023 K and about 100% at 973 K.

**(f) How far can the 24 minutes be trusted for a real wafer?**

*Answer.* The data are round numbers in the rough range of a deep boron well implant followed by a furnace anneal, and the model is idealised in several ways. The following changes are estimated one at a time, with the other settings held fixed.

*Temperature.* Raising the temperature by 10 K multiplies D by exp[(3.5 eV/k)(1/1373 K − 1/1383 K)], where k is Boltzmann's constant. This is an increase of 24%, which shortens the half-peak time to 1440 s/1.24, about 19 min.

*Ramps.* By part (b) it is θ = ∫D dt over the whole cycle that counts, including heating and cooling. With the same 3.5 eV, a linear ramp of rate β between 1073 K and 1373 K adds as much θ as a time (44 K)/β at 1373 K. Ramps of 10 K/min up and down together supply about 9 of the 24 min, and ramps of 5 K/min about 17 min, so the hold at 1373 K must be shortened accordingly.

*Profile shape.* Real implants are not perfect Gaussians. Take two half-Gaussians joined at R, with widths of 156 nm towards the surface and 78 nm on the deep side. The overall standard deviation is still 120 nm, but the numerical half-peak time is 6% shorter. This profile has a skewness of only −0.5, and deep boron implants are commonly more strongly skewed. The effect grows quickly: a Pearson type III profile with the same standard deviation and skewness −1 reaches half peak about 25% sooner.

*Doping level.* Let N be the ionised boron concentration, p and n the hole and electron concentrations, and nᵢ the intrinsic concentration, roughly 10¹⁹ cm⁻³ here. Suppose D is proportional to p/nᵢ. Neutrality, p − n = N, and pn = nᵢ² give

p = N/2 + √(N²/4 + nᵢ²)

The hole gradient sets up a field that drives the negative boron ions down their own gradient. The flux becomes −D(dN/dx + N d ln p/dx). From dp − dn = dN and dn = −(n/p) dp it follows that d ln p/dN = 1/(p + n), so the field multiplies D by

h = 1 + N/√(N² + 4nᵢ²)

At the initial peak N/nᵢ = 0.033. To first order p/nᵢ and h are each 1 + N/(2nᵢ), so together they raise D by about 3% there, and by less elsewhere. The numerical half-peak time is 1.4% shorter.

For this example, the diffusion during the ramps, temperature control, the shape of the implant and damage removed during a slow ramp therefore matter more than doping level or the surface. The estimates omit dopant clustering and interstitials injected by an oxidising ambient. A rapid anneal is a different regime. By itself, 10 s at the same D gives 2Dt/s² = 0.021 and would leave the peak at 1/√1.021 = 0.99 of its initial value. But Dt is then only 1.5×10⁻¹² cm², and the damage contribution estimated in (e), up to 1.2×10⁻¹² cm² at 1373 K and more if the damage disappears at a lower temperature, can no longer be neglected.

Values computed for the example and the checks

```
Projected range R: 800 nm
Initial straggle s: 120 nm
Depth ratio R/s: 6.67
Dose Q: 1.0e+13 cm^-2
Diffusivity D: 1.50e-13 cm^2/s
Anneal temperature: 1373 K
Required Dt: 21600 nm^2 = 2.160e-10 cm^2
Half-peak time, formula: 1440.0 s = 24.0 min
Half-peak time, numerical: 1440.2 s
Half-peak time, D rising in time: 1440.1 s
Final standard deviation: 240 nm
Initial peak concentration: 3.325e+17 cm^-3
Final peak concentration: 1.662e+17 cm^-3
Peak ratio if variance only doubles: 0.7071
Surface check at Dt=1.5 s^2 (fractions of initial peak):
R/s=2: reflecting at R 0.55404, maximum 0.58239
R/s=2: absorbing at R 0.43550, maximum 0.44852
R/s=3: reflecting at R 0.50519, maximum 0.50548
R/s=3: absorbing at R 0.49454, maximum 0.49479
R/s=4: reflecting at R 0.50017, maximum 0.50019
R/s=4: absorbing at R 0.49983, maximum 0.49985
Example: image term relative to peak, at most 2.2e-10
Intrinsic concentration n_i (rough): 1.0e+19 cm^-3
Initial peak N/n_i: 0.0332
Time change, concentration and field: -1.37 %
Skewed profile, half-widths: 156.1 and 78.1 nm
Skewed profile, standard deviation: 120.0 nm
Skewed profile, skewness: -0.50
Time change, skewed profile: -6.0 %
D_I*C_I_eq at anneal (rough): 1.0e+08 cm^-1 s^-1
Activation energy of D (rough): 3.5 eV
Activation energy of D_I*C_I_eq (rough): 5.0 eV
Damage-added Dt at 1373 K: 0.56 %
Damage-added Dt at 1073 K: 19.2 %
Change of D for +10 K: 23.8 %
```
